Why an intermediate liquid makes two different solids repel

Two clean wafers brought within a few nanometres of each other normally attract by van der Waals forces, and direct wafer bonding makes use of this. Now immerse a silicon wafer and a fused-silica wafer in a liquid. Across water the model below gives attraction. Across a heavy aromatic liquid, whose refractive index lies between those of the two solids, it gives repulsion, although no surface carries a net charge. What has the liquid changed?

**The model**

Let solid 1 fill z < 0, liquid m fill 0 < z < d, and solid 2 fill z > d. The media are isotropic and non-magnetic, with sharp flat boundaries and local dielectric functions ε₁, εₘ and ε₂. The gap is small enough for the travel time of light across it to be neglected: this is the nonretarded regime. The fluctuating field then follows from a potential

φ = f(z) exp(i**k**·**x** − iωt),

where **k** lies in the plane of the surfaces and k is its magnitude. Away from the boundaries there is no free charge, so Laplace's equation gives f″ = k²f. The solutions that vanish far from the gap are

f = a e^{kz} for z < 0,
f = b e^{k(z−d)} + c e^{−kz} for 0 < z < d,
f = g e^{−k(z−d)} for z > d.

The part with amplitude c decays away from surface 1, and the part with amplitude b decays away from surface 2. Write u = e^{−kd}. At z = 0, continuity of f and of εf′ requires

a = bu + c,
ε₁a = εₘ(bu − c).

Inserting the first equation into the second gives ε₁(bu + c) = εₘ(bu − c). Collecting terms,

(ε₁ + εₘ)c = −(ε₁ − εₘ)ub, so c = −Δ₁ub.

At z = d the same two conditions are

g = b + cu,
εₘ(b − cu) = −ε₂g.

Eliminating g gives (ε₂ + εₘ)b = −(ε₂ − εₘ)uc, so b = −Δ₂uc. The reflection coefficients are

Δⱼ = (εⱼ − εₘ)/(εⱼ + εₘ), j = 1, 2.

Combining the two results gives b = Δ₁Δ₂u²b. A field can sustain itself without a source when

D(ω) = 1 − Δ₁Δ₂e^{−2kd} = 0.

The product Δ₁Δ₂e^{−2kd} is the factor gained in one round trip across the gap. Suppose a fluctuation places some polarization charge on surface 1. Apart from the decay e^{−kd} on each crossing, surface 2 answers with charge multiplied by −Δ₂, and surface 1 answers that with a further factor −Δ₁. If the coefficients have equal signs, the returning response reinforces the original charge. If they have opposite signs, it opposes it. What remains is to find the effect on the free energy.

**From modes to free energy**

First take media without absorption, so that each solution of D = 0 is a harmonic oscillator of real frequency ωᵢ. Its free energy is kT ln[2 sinh(ħωᵢ/2kT)], where the k in kT is Boltzmann's constant. The product formula

sinh x = x ∏ₙ₌₁^∞ [1 + x²/(π²n²)]

applies with x = ħωᵢ/2kT. Define ξₙ = 2πnkT/ħ, so that x²/(π²n²) = ωᵢ²/ξₙ². Let Ωᵢ be the mode frequencies at infinite separation. The change in free energy for one wavevector is then

F = kT Σᵢ { ln(ωᵢ/Ωᵢ) + Σₙ₌₁^∞ ln[(ωᵢ² + ξₙ²)/(Ωᵢ² + ξₙ²)] }.

The first logarithm equals half of ln(ωᵢ²/Ωᵢ²), which is half of what the second expression would give at n = 0. A prime on the sum records this halving:

F = kT Σ′ₙ Σᵢ ln[(ωᵢ² + ξₙ²)/(Ωᵢ² + ξₙ²)].

The individual modes can now be removed. Written over a common denominator,

D = [(ε₁ + εₘ)(ε₂ + εₘ) − u²(ε₁ − εₘ)(ε₂ − εₘ)] / [(ε₁ + εₘ)(ε₂ + εₘ)].

For media made of undamped oscillators this is a ratio of polynomials in ω². The numerator vanishes at the ωᵢ². The denominator vanishes at the Ωᵢ², because it is the numerator with u = 0. The poles of the dielectric functions cancel. As ω → ∞ every ε tends to 1, so D tends to 1. These facts fix D as the product of the factors (ω² − ωᵢ²)/(ω² − Ωᵢ²). At ω = iξₙ each factor becomes the ratio in the last form of F, and therefore

F = kT Σ′ₙ ln D(iξₙ).

Absorbing media can be approached as a limit of many closely spaced sharp lines. On the imaginary axis their dielectric functions stay smooth, real and positive, so the formula survives the limit.

Per unit area there are k dk/2π modes in the interval dk. With rₙ = Δ₁Δ₂ evaluated at iξₙ, the free energy per area is

G = (kT/2π) Σ′ₙ ∫₀^∞ k ln(1 − rₙe^{−2kd}) dk.

Since every ε(iξₙ) is positive, |Δⱼ| < 1 and |rₙ| < 1. The logarithm may be expanded as −Σₘ rₙᵐe^{−2mkd}/m, where m here is a summation index. Each integral is ∫₀^∞ k e^{−2mkd} dk = 1/(4m²d²). Hence

G = −(kT/8πd²) Σ′ₙ Li₃(rₙ), Li₃(r) = Σₘ₌₁^∞ rᵐ/m³.

With the Hamaker constant defined as

A = (3kT/2) Σ′ₙ Li₃(rₙ),

this reads G = −A/(12πd²), because (3/2)/12 = 1/8. The pressure, counted positive when it pushes the solids apart, is

P = −dG/dd = −A/(6πd³).

**Where the sign comes from**

Suppose the liquid lies strictly between the solids at some ξₙ. Then (ε₁ − εₘ)(ε₂ − εₘ) < 0 and rₙ < 0. The integrand for that frequency is k ln(1 + |rₙ|e^{−2kd}), which is positive and grows as d shrinks. The term raises the free energy as the gap closes, so it repels. If this happens at every ξₙ, the total force is repulsive at every separation within the nonretarded model. It doesn't matter which solid has the larger ε, and the order may even change with frequency.

If the liquid lies above both solids or below both, rₙ > 0 and the term attracts. Two negative reflection coefficients attract just as two positive ones do. If the solids are identical, rₙ = Δ² cannot be negative, so no liquid can make them repel in this model. If the liquid matches one solid at a given frequency, that term vanishes.

A solvable case shows the mode energies directly. Give each medium one undamped oscillator of strength s and energy w:

ε(iξ) = 1 + s/[1 + (ħξ/w)²].

Take s = 8, 2 and 1, with w = 5, 8 and 9 eV. To compare these media at all frequencies, write

1/(ε − 1) = 1/s + (ħξ)²/(sw²).

This is a straight line in (ħξ)². The strengths satisfy 8 > 2 > 1, and the values of sw² are 200 > 128 > 81 eV². Both the intercepts and the slopes are ordered, so the dielectric functions never cross. With the middle medium as the liquid, at 300 K and kd = 0.5, summing the oscillator free energies over the real mode frequencies gives F = +40.10 meV. Exchanging the middle and lowest media, with everything else fixed, puts the liquid below both solids and gives −57.12 meV. In both cases the sum over imaginary frequencies agrees to the digits shown.

There is also an energetic reading when all media are weakly polarizable. Put χ = ε − 1. To leading order Δⱼ = (χⱼ − χₘ)/2 and Li₃(r) = r, so

A = (3kT/8) Σ′ₙ (χ₁ − χₘ)(χ₂ − χₘ).

Define Aᵢⱼ = (3kT/8) Σ′ₙ χᵢχⱼ, the corresponding constant for media i and j across vacuum. Multiplying out the bracket gives

A = A₁₂ + Aₘₘ − A₁ₘ − A₂ₘ.

Closing the gap expels liquid. Contacts between the two solids and within the liquid are gained, while contacts between liquid and solids are lost. Every pair attracts across vacuum, yet the solids repel if the lost attractions outweigh those gained. In dense media the four-term sum is no longer accurate, but the sign of each frequency term is still that of (ε₁ − εₘ)(ε₂ − εₘ).

**Silicon and silica across an aromatic liquid**

Real spectra need not remain ordered. Consider a liquid of the bromonaphthalene kind at 300 K, where kT = 0.02585 eV and ħξ₁ = 0.1624 eV. The parameters are rough typical values:

silicon: s = 10.7 at 4.3 eV;
liquid: s = 1.6 at 8 eV, plus 2.2 at zero frequency;
silica: s = 1.1 at 13.3 eV and 1.7 at 0.1 eV.

The additional static part of the liquid represents molecular orientation, which is too slow to contribute at n ≥ 1. At n = 0 the dielectric functions are 11.7, 4.8 and 3.8 for silicon, liquid and silica, so

Δ₁ = (11.7 − 4.8)/(11.7 + 4.8) = 0.418,
Δ₂ = (3.8 − 4.8)/(3.8 + 4.8) = −0.116.

Their product is −0.0486, a repulsive term. At n = 10, or 1.62 eV, the product is −0.0585. At n = 60, or 9.75 eV, the values are 2.744, 1.644 and 1.716. The liquid now lies below both solids, and the product is +0.00535.

The straight-line form explains the change. In the ultraviolet the infrared part of silica is negligible, and the liquid and silica curves cross where

1/1.6 + x/(1.6 × 8²) = 1/1.1 + x/(1.1 × 13.3²), x = (ħξ)².

This gives x ≈ 61 eV², or ħξ ≈ 7.8 eV. The liquid has the larger ultraviolet strength s, but silica has the larger sw², which controls the high-frequency tail.

Being intermediate at every frequency is therefore sufficient for repulsion, but not necessary. Here the repulsive terms contribute −9.25 zJ to A and the attractive terms +4.40 zJ:

A = −9.25 + 4.40 = −4.85 zJ (−0.030 eV).

The n = 0 term supplies only −0.15 zJ. The static dielectric constants alone would be a poor guide to the size of this force. At d = 5 nm,

P = 4.85×10⁻²¹ J / [6π(5×10⁻⁹ m)³] ≈ 2.1 kPa,
G = 4.85×10⁻²¹ J / [12π(5×10⁻⁹ m)²] ≈ 5.1 μJ/m².

Differentiating a numerical wavevector integral for G also gives 2.06 kPa.

Replacing the liquid by water, with the wafers and gap fixed, gives A ≈ +23 zJ and P ≈ −9.6 kPa. The rough water parameters are s = 0.8 at 12.5 eV and 1.5 at 0.07 eV, plus 74.7 at zero frequency. Water then lies above both solids at n = 0 and below both at n ≥ 1. The product Δ₁Δ₂ is positive in either case. This is the van der Waals part only: real silica and oxidized silicon acquire surface charge in water, and the resulting double-layer force, absent from the model, can outweigh it.

**How far the result carries over to wafers**

The aromatic result is very sensitive to the assumed spectra. Lowering the liquid's ultraviolet energy by 10 %, with its strength fixed, changes A to −0.17 zJ. Raising it by 10 % gives −8.5 zJ. Lowering it by 12 % reverses the sign, with A about +0.9 zJ. The rough parameters therefore illustrate repulsion but cannot establish its size, or securely its sign, for a particular liquid. That requires measured spectra extending well into the ultraviolet.

Including retardation at 5 nm changes the pressure from 2.1 to 2.5 kPa, an increase of about 22 % relative to the nonretarded value. The pressure rises because retardation weakens the attractive terms, which lie above about 8 eV, much more than the repulsive terms at lower frequencies.

A silicon wafer handled in air also carries a native oxide, roughly 1 nm thick. The liquid then touches silica on both sides, for which A = +3.2 zJ: identical surfaces attract. The silicon behind the oxide is still felt, but its reflection carries an extra factor e^{−2kt} for oxide thickness t. Because the important k are of order 1/d, the oxide dominates when d is much smaller than t, and the silicon dominates when d is much larger. With 1 nm of oxide, the retarded pressure at 5 nm falls from 2.5 to 0.97 kPa, and below about 2.5 nm the force becomes attractive. In this model a bare-silicon calculation would thus give the wrong sign for oxide-covered wafers close to contact.

Free carriers matter less. Treating silicon as a metal at n = 0 changes A from −4.85 to −5.06 zJ. Trapped charge can matter more. If a charge σ per area on the silica surface sends all its field across the gap to conducting silicon, it attracts with pressure σ²/(2ε₀εₘ), where εₘ is the static value. For a uniformly smeared sheet, a density of 0.046 μC/cm², or about 2.9×10¹¹ elementary charges per cm², cancels the retarded repulsion between bare wafers at 5 nm. At that density, however, the charges are about 19 nm apart, several times the gap, and each one also attracts its own image in the silicon. Discrete charges therefore cancel the repulsion at a lower density, about 2.5×10¹¹ per cm² on a square lattice and 2.1×10¹¹ per cm² if placed at random.

The wafers must also be fully immersed. For a rough surface tension of 0.04 N/m and complete wetting, a meniscus at the edge of a 5 nm gap creates a suction of 2 × 0.04/(5×10⁻⁹) Pa = 16 MPa, thousands of times the repulsion.

Under immersion the force can balance a small load. For rough densities of 2200 and 1500 kg/m³, a silica wafer 0.5 mm thick presses down with

(2200 − 1500) × 9.81 × 0.5×10⁻³ ≈ 3.4 Pa.

The retarded repulsion from bare silicon carries this at a gap of about 44 nm. That is the equilibrium result for ideal parallel planes. Liquid drains very slowly from so narrow a gap: with a viscosity of a few mPa s, a rigid flat wafer 100 mm across would take decades to come within 10 % of this gap. A bow of even one micrometre is more than twenty times this gap. The wafer's weight can flatten most of such a bow in a silica wafer 100 mm across, but the gap still varies by tens of nanometres or more. Roughness and molecular layering of the liquid are also absent from the model, and layering becomes important when the gap is only a few molecules wide.

For bonding through a liquid, the useful question is therefore broader than whether one refractive index lies between two others. The sign follows from the weighted sum over the whole spectrum, for the full stack of layers that the field reaches at that gap. In the example above, the outer oxide alone would give attraction at 5 nm, whereas the oxide and the silicon behind it together give repulsion. Most of the calculated values are collected in the numerical output below.

Calculated quantities

```
temperature 300 K, kT = 0.02585 eV, hbar*xi_1 = 0.1624 eV
silicon: strengths 10.7 at 4.3 eV; extra static part 0
silica: strengths 1.1 at 13.3 eV, 1.7 at 0.1 eV; extra static part 0
aromatic liquid: strengths 1.6 at 8 eV; extra static part 2.2
water: strengths 0.8 at 12.5 eV, 1.5 at 0.07 eV; extra static part 74.7
Mode check at k*d = 0.5, free energy relative to infinite gap:
  liquid between: modes 40.1017 meV, Matsubara 40.1016 meV
  liquid below both: modes -57.1222 meV, Matsubara -57.1221 meV
  high model medium: strength 8 at 5 eV
  middle model medium: strength 2 at 8 eV
  low model medium: strength 1 at 9 eV
dilute test: A / additive estimate = 1.00000
n, hbar*xi (eV), eps silicon, aromatic, silica, Delta1, Delta2, product:
    0   0.000  11.700  4.800  3.800  0.4182  -0.1163  -0.04863
    1   0.162  11.685  2.599  2.567  0.6361  -0.0062  -0.00397
   10   1.624  10.364  2.537  2.090  0.6067  -0.0965  -0.05854
   30   4.873   5.684  2.167  1.971  0.4480  -0.0475  -0.02127
   60   9.746   2.744  1.644  1.716  0.2506   0.0214   0.00535
  120  19.492   1.497  1.231  1.349  0.0975   0.0461   0.00449
aromatic and silica curves cross at 7.83 eV
repulsive terms of A: -9.251 zJ
attractive terms of A: 4.399 zJ
n = 0 term of A: -0.150 zJ
A across aromatic liquid: -4.852 zJ = -0.03028 eV
A across water: 22.682 zJ
gap: 5.0 nm
nonretarded pressure, aromatic: 2.0592 kPa
same from differentiated quadrature: 2.0592 kPa
energy per area, aromatic: 5.148 uJ/m2
nonretarded pressure, water: -9.6265 kPa
retarded pressure, aromatic: 2.5058 kPa, ratio 1.217
A silica/aromatic/silica: 3.207 zJ
with 1.0 nm oxide, nonretarded: 0.5693 kPa
with 1.0 nm oxide, retarded: 0.9742 kPa
with oxide, force changes sign at gap 2.48 nm (retarded)
A with metallic static silicon: -5.058 zJ
A with liquid UV energy -10 %: -0.166 zJ
A with liquid UV energy +10 %: -8.518 zJ
charge cancelling retarded pressure: 0.0462 uC/cm2
  as elementary charges: 2.88e+11 per cm2
meniscus: tension 0.04 N/m, suction 16.0 MPa
densities: silica 2200, liquid 1500 kg/m3
immersed weight of 0.5 mm silica wafer: 3.43 Pa
gap carrying that weight, bare silicon, retarded: 43.7 nm
```
